# Why fast reversible proton hops can stall surface-growth simulations

## Definitions and conventions

During atomic layer deposition a proton can shuttle between two neighbouring surface groups many times before a reaction removes the pair and the film grows. The model has two states, A and B, for the two positions of the proton, and four constant rates:

- \(a\) for the hop A → B, and \(b\) for the hop B → A;
- \(u\) for irreversible escape (the growth reaction) from A, and \(v\) for escape from B.

Waiting times are exponential. Both hop rates are positive, and at least one escape rate is positive. The simulation is rejection-free lattice Monte Carlo: each step executes one event, chosen with probability proportional to its rate, and advances the clock by a random waiting time. A hop therefore costs one event, as a growth reaction does.

A hop is called *wasted* if it belongs to a round trip that returns the proton to its starting state. If the proton starts in A and escapes from B, one net hop was needed, and it is not counted as wasted. The mean number of wasted hops per escape is \(W\); the mean number of all hops, for a start in A, is \(N\). Two dimensionless ratios carry most of the argument:

\[
x=\frac{u}{a},\qquad y=\frac{v}{b}.
\]

Rates are in s⁻¹ and barriers in eV, the natural units for thermally activated events.

The waste is in computing effort. The hops are real events of the model, and the clock advances correctly through them. The simulation stalls in the sense that many events pass between two growth reactions.

## First contribution: the round trips

In state A a hop and an escape compete. The hop comes first with probability

\[
\int_0^\infty a\,e^{-(a+u)t}\,dt=\frac{a}{a+u}=\frac{1}{1+x},
\]

because \(e^{-(a+u)t}\) is the probability that neither event has happened by time \(t\). In state B the hop wins with probability \(1/(1+y)\). A round trip needs one win in each state, so its probability is

\[
r=\frac{1}{(1+x)(1+y)}.
\]

The order of the factors is irrelevant, so \(r\) is the same for a start in A and in B. After a round trip the proton is back where it began, with no memory of the past. The number \(R\) of completed round trips thus obeys \(P(R\ge m)=r^m\), and its mean is

\[
\langle R\rangle=\sum_{m\ge1}P(R\ge m)=\sum_{m\ge 1}r^m=\frac{r}{1-r}=\frac{1}{1/r-1}.
\]

Since \(1/r-1=(1+x)(1+y)-1=x+y+xy\), and each round trip contains two hops,

\[
W=\frac{2}{x+y+xy}.
\]

Multiplying numerator and denominator by \(ab\) gives the form in rates,

\[
W=\frac{2ab}{D},\qquad D=av+bu+uv .
\]

This holds for any values of the rates within the model. The denominator separates the ways out. The term \(x\) is the odds of escape against hopping in A, \(y\) is the same odds in B, and \(xy\) is a correction that is small beside \(x+y\) when either ratio is small.

When \(\langle R\rangle\) is large, \(r^m\approx e^{-m/\langle R\rangle}\). The number of round trips is then nearly exponentially distributed, with a standard deviation close to its mean. Individual escapes differ widely in cost.

## Second contribution: the net hop

To count all hops we need the mean times \(\tau_A\) and \(\tau_B\) spent in the two states before escape. For a start in A the occupation probabilities obey

\[
\dot p_A=-(a+u)p_A+b\,p_B,\qquad
\dot p_B=a\,p_A-(b+v)p_B .
\]

Integrate from zero to infinity. The integral of \(p_A\) is \(\tau_A\), that of \(p_B\) is \(\tau_B\), and both probabilities end at zero because escape is possible. Hence

\[
-1=-(a+u)\tau_A+b\tau_B,\qquad 0=a\tau_A-(b+v)\tau_B .
\]

The second equation gives \(\tau_B=a\tau_A/(b+v)\). Inserted in the first, it gives

\[
\tau_A=\frac{b+v}{(a+u)(b+v)-ab}=\frac{b+v}{D},\qquad \tau_B=\frac{a}{D}.
\]

The probability of escape from B is the escape rate there times the time spent there, \(v\tau_B=av/D\). This is also the mean number of net hops, so

\[
N=W+\frac{av}{D}=\frac{a(2b+v)}{D}.
\]

The net hop adds at most one event per escape. When \(W\) is in the thousands, it has no practical weight.

## Why the cost is a ratio of rates

The mean number of hops is also each hop rate times the time during which it acts, \(N=a\tau_A+b\tau_B\). Inserting the times gives \((ab+av+ab)/D\), as before. Escapes run on the same clock, and there is one per stay:

\[
u\tau_A+v\tau_B=\frac{ub+uv+va}{D}=1 .
\]

Dividing the hop count by this unit count gives

\[
N=\frac{a\tau_A+b\tau_B}{u\tau_A+v\tau_B}.
\]

This is the reason for the scaling. Hops and escapes share the same residence times, so their numbers stand in the ratio of their residence-weighted rates.

In the fast-hop limit, \(x,y\ll1\), escape rates are negligible beside hop rates in \(\tau_A\) and \(\tau_B\), and \(\tau_A:\tau_B\to b:a\). These are the equilibrium weights of the isolated pair. The mean hop and escape rates with these weights are

\[
h=\frac{b\cdot a+a\cdot b}{a+b}=\frac{2ab}{a+b},\qquad
\bar e=\frac{bu+av}{a+b},
\]

and their ratio is

\[
\frac{h}{\bar e}=\frac{2ab}{bu+av}=\frac{2}{x+y}.
\]

Comparison with \(W\) gives the error of the simple ratio, relative to \(W\):

\[
\frac{h/\bar e}{W}-1=\frac{x+y+xy}{x+y}-1=\frac{xy}{x+y}\le\min(x,y).
\]

The inequality follows because \(y/(x+y)\) and \(x/(x+y)\) are both at most one. Thus \(W\approx h/\bar e\) for fast hops, with *equilibrium mean* rates in both places.

A symmetric trap is a useful special case. With \(a=b=k\) and \(u=v=e\),

\[
N=\frac{k(2k+e)}{2ke+e^2}=\frac{k}{e},\qquad
W=\frac{2k^2}{e(2k+e)}=\frac{k}{e}\,\frac{2k}{2k+e}.
\]

Here the total hop count equals the ratio of rates even when hopping is slow, while the wasted part approaches it for \(k\gg e\).

## Weighing the two exits

If escape is possible from both states, one fast direction does not suffice for a large waste: each hop must be fast compared with the escape from the same state. Since all terms in the denominator are non-negative, \(W\le2/x\) and \(W\le2/y\) whenever the bound in question is finite. If escape is possible from A alone, \(v=0\) and \(W=2a/u\), whatever the value of \(b\). A faster return hop shortens each visit to B, but a round trip still contains one return.

Take a model pair with a common prefactor of \(10^{13}\) s⁻¹ at 500 K. The hop barriers are 0.40 eV for A → B and 0.30 eV for B → A; the escape barriers are 0.90 eV from A and 0.70 eV from B. These are round model parameters and represent no particular material. Each rate is the prefactor times \(e^{-E/k_BT}\), with \(k_BT=0.04309\) eV:

- \(a=9.29\times10^8\) s⁻¹ and \(b=9.47\times10^9\) s⁻¹;
- \(u=8.48\times10^3\) s⁻¹ and \(v=8.80\times10^5\) s⁻¹.

Hence \(x=9.12\times10^{-6}\) and \(y=9.29\times10^{-5}\), and

\[
W\approx\frac{2}{(0.912+9.29)\times10^{-5}}\approx1.96\times10^4 .
\]

The exit from B supplies 91% of the sum \(x+y\), although the proton spends 91% of its equilibrium time in A. Escape from B is so much faster that it outweighs the small population there. The product \(xy\) changes \(W\) by less than one part in \(10^5\), and the net hop adds 0.91 to nearly twenty thousand.

The averages give the same answer: \(h=1.69\times10^9\) s⁻¹ and \(\bar e=8.64\times10^4\) s⁻¹, with ratio \(1.96\times10^4\). Dividing the fastest hop rate by the slowest escape rate would give \(b/u=1.1\times10^6\), too large by a factor of about 57. If \(b\) alone is made 100 times faster, \(W\) rises about tenfold, to \(1.99\times10^5\), and is then close to its ceiling \(2/x=2.19\times10^5\).

A million escapes cost about \(1.96\times10^{10}\) events. At an assumed speed of \(10^6\) events per second this takes 5.4 hours, nearly all of it spent on hops that cancel.

## The contribution of temperature

Let \(\beta=1/k_BT\), and let \(\Delta_A\) and \(\Delta_B\) be the escape barrier minus the hop barrier in each state. With equal prefactors, \(x=e^{-\beta\Delta_A}\) and \(y=e^{-\beta\Delta_B}\), so \(dx/d\beta=-\Delta_A x\) and \(dy/d\beta=-\Delta_B y\). For fast hops \(\ln W\approx\ln2-\ln(x+y)\), and

\[
\frac{d\ln W}{d\beta}\approx\frac{x\Delta_A+y\Delta_B}{x+y}.
\]

The sensitivity is an average of the two gaps, weighted by the odds of escape. If both gaps are positive, cooling increases the waste. In the example the gaps are 0.50 and 0.40 eV with weights 0.089 and 0.911, so the slope is \(0.045+0.364=0.409\) eV. A numerical derivative of \(\ln W\) agrees. The waste is \(2.1\times10^5\) at 400 K and \(4.0\times10^3\) at 600 K, a factor of about 52. These numbers are classical: they assume Arrhenius rates with equal, constant prefactors. A real proton can tunnel at these temperatures. A transmission factor \(\kappa(T)\) common to both hop directions multiplies \(W\) in the fast-hop limit. For an Eckart barrier with the model heights and an imaginary frequency of 1000 cm⁻¹, applied to the hops alone, the slope becomes 0.44 eV and the factor 72; for 1500 cm⁻¹ they become 0.48 eV and 106.

## The contribution of the rest of the lattice

Let a surface hold \(M_r\) independent reactive pairs, each replaced after its reaction by a fresh pair in A, and \(M_s\) spectator pairs that hop with the same rates but cannot react. The mean life of a reactive pair is

\[
T=\tau_A+\tau_B=\frac{a+b+v}{D}.
\]

Over a long run the growth rate is \(M_r/T\). Reactive pairs produce hops at the rate \(M_rN/T\), and spectators at the rate \(M_sh\). The number of hops per growth event is therefore

\[
\frac{M_rN/T+M_sh}{M_r/T}=N+\frac{M_s}{M_r}\,hT .
\]

The size of the lattice cancels; its composition does not. Scaling \(M_r\) and \(M_s\) together raises growth and hopping alike. Spectators raise hopping alone, and adding reactive pairs at a fixed, non-zero number of spectators lowers the number of hops per growth event towards \(N\).

For a small test, take \(a=3\), \(b=9\), \(u=0.2\), \(v=0.5\) in reduced units. Then \(D=1.5+1.8+0.1=3.4\), \(N=3\times18.5/3.4=16.3\), \(T=12.5/3.4=3.68\) and \(h=54/12=4.5\). Simulated lattices with 10 and 40 reactive pairs gave 16.1 and 16.6 hops per growth event. With 10 reactive pairs and 30 spectators the formula gives \(16.3+3\times4.5\times3.68\approx66\), and the simulation gave 62.4.

That last value is 5% low. The run had 200,000 events, hence roughly 3000 growth events, for which Poisson counting suggests a scatter near 2%. The deviation is about three times that, an unusually large one for a single run. The run shows the strong effect of spectators, but does not confirm the formula to the percent level; the formula rests on the rate balance above.

## First cure: slow the hops, and weigh the memory

Divide both hop rates by the same factor \(\alpha\). The equilibrium weights are unchanged, while \(x\) and \(y\) grow by \(\alpha\):

\[
W_\alpha=\frac{2}{\alpha(x+y)+\alpha^2xy}.
\]

The waste falls as \(1/\alpha\) as long as the second term is small. The price is that the proton may escape before it has forgotten where it started. For a start in A, escape from A has probability \(u\tau_A=u(b+v)/D\). For a start in B, exchanging the labels in \(\tau_B=a/D\) shows that the time spent in A is \(b/D\), so the probability is \(ub/D\). The difference,

\[
\frac{u(b+v)}{D}-\frac{ub}{D}=\frac{uv}{D},
\]

measures the memory of the start in the choice of exit, and only there. It vanishes for \(v=0\), whereas the mean lives for a start in A and in B differ by \((v-u)/D\); in the example this difference, in units of \(1/\bar e\), is \(8.4\times10^{-5}\), ten times \(uv/D\). With slowed hops, and with \(D_0=av+bu\), it becomes

\[
\frac{uv}{D_0/\alpha+uv}=\frac{\alpha uv}{D_0+\alpha uv},
\]

which grows with \(\alpha\). The mean time also shifts. Replacing \(a,b\) by \(a/\alpha,b/\alpha\) in \(T\), multiplying above and below by \(\alpha\), and comparing with the fast-hop value \(1/\bar e=(a+b)/D_0\) gives

\[
\bar e\,T_\alpha=\frac{1+\alpha v/(a+b)}{1+\alpha uv/D_0}.
\]

This exceeds one if \(D_0>u(a+b)\), that is, if \(av>au\), or \(v>u\). A proton that starts in the slowly escaping state A must then wait longer to reach the faster exit.

In the example the choices compare as follows:

- \(\alpha=100\): \(W=196\). The mean time is \(1.167\times10^{-5}\) s against \(1.158\times10^{-5}\) s without slowing, an error of 0.8%.
- \(\alpha=1000\): \(W=19.4\). The mean time is 7.6% too long, and the share of escapes from A is 0.097 instead of 0.089.
- \(\alpha=10\,000\): \(W=1.8\). The mean time is 70% too long, and the share is 0.159.

The factor 100 cuts the 5.4 hours to a few minutes for an error below one percent in both quantities. An event-by-event simulation of 8000 stays at this setting gave \(W=199\), within 2% of the formula. The fraction of stays with at least 98 round trips was 0.381, against the geometric value 0.369.

Both directions must be slowed together. If \(a\) alone is divided by 100, the equilibrium moves towards A. The mean time becomes \(1.07\times10^{-4}\) s, about nine times too long, and 91% of escapes come from A instead of 9%. This is a different chemical system, not a cheaper simulation of the same one.

## Second cure: replace the pair by one state

If each hop is much faster than the escape from the same state, \(x,y\ll1\), the pair can be treated as one state that escapes at the rate \(\bar e\). The exit is then drawn from the equilibrium escape fluxes:

\[
P(\text{exit from A})=\frac{bu}{bu+av}=\frac{x}{x+y}.
\]

Each escape now costs one event. The error in the exit probability is bounded by the memory \(uv/D\), because the lumped value lies between those for the two starts. It is above \(ub/D\), since \(D>D_0\) when \(u\) and \(v\) are positive. It is below \(u(b+v)/D\), since

\[
\frac{u(b+v)}{D}-\frac{ub}{D_0}
=\frac{u\,[(b+v)D_0-b(D_0+uv)]}{DD_0}
=\frac{u\,a v^2}{DD_0}>0 ,
\]

where the bracket is \(vD_0-buv=v(av+bu-bu)=av^2\).

In the example the memory is \(8.3\times10^{-6}\). For a start in A, the survival probability of the pair differs from \(e^{-\bar et}\) by at most \(2.8\times10^{-5}\) at the times sampled. For a pair whose hops really are 10,000 times slower, the largest sampled difference is 0.20. The equilibrium rate \(\bar e\) is then too high for a start in A, in line with the mean time that is 70% longer than \(1/\bar e\).

The two cures therefore rest on the same separation of time scales. Lumping removes the hops at the original level of separation; slowing retains them but spends part of that separation. Both formulas assume rates that stay constant during the stay. If a neighbouring reaction changes the barriers, \(\bar e\) must be recomputed, and the separation must be checked again. The condition \(x,y\ll1\) is sufficient but not necessary: the errors in the mean time and the exit share stay small if \(\min(x,y)\ll1\) and both \(u\) and \(v\) are small beside \(a+b\). For \(a=1\), \(b=10^6\), \(u=100\), \(v=1\) lumping is accurate to about \(10^{-4}\) although \(x=100\), but then \(W=0.02\) and there is little to save. Where these conditions fail, the equilibrium weights do not in general suffice. The position of the proton can then be followed, either by simulating the hops or by solving the two rate equations for \(p_A\) and \(p_B\) from the known start.

## Table of computed values

```
prefactor 1.0e+13 s^-1, temperature 500 K
barriers a, b, u, v: 0.40 0.30 0.90 0.70 eV
thermal energy 0.04309 eV
hop rates a = 9.2935e+08, b = 9.4653e+09 s^-1
escape rates u = 8.4801e+03, v = 8.7965e+05 s^-1
x = u/a = 9.1248e-06, y = v/b = 9.2935e-05
equilibrium share of A 0.91059
mean hop rate h = 1.6925e+09 s^-1
mean escape rate = 8.6368e+04 s^-1
ratio h/(mean escape rate) = 19596.44
wasted hops per escape W = 19596.27
all hops per escape, start A: 19597.18
misleading ratio b/u = 1.1162e+06
W with b alone 100 times faster: 1.9892e+05
ceiling 2a/u = 2.1918e+05
events for 1e+06 escapes: 1.9598e+10
computer time at 1e+06 events/s: 5.44 h
barrier gaps 0.50 and 0.40 eV
slope of ln W: 0.40894 eV; weighted gap 0.40894 eV
W at 400 K: 2.0776e+05
W at 500 K: 1.9596e+04
W at 600 K: 4.0015e+03
fast-hop limit: exit share A 0.089406, time 1.1578e-05 s
slowing | W | exit share A | memory of start | mean time (s)
     1 | 19596.274 | 0.089414 | 8.309e-06 | 1.1579e-05
    10 | 1959.481 | 0.089482 | 8.308e-05 | 1.1587e-05
   100 | 195.802 | 0.090162 | 8.302e-04 | 1.1667e-05
  1000 | 19.435 | 0.096910 | 8.240e-03 | 1.2455e-05
 10000 | 1.809 | 0.159263 | 7.672e-02 | 1.9737e-05
only a slowed 100 times: exit share A 0.9076, time 1.0713e-04 s
largest survival error of lumping: 2.82e-05
same with hops slowed 10000 times: 0.197
simulated sojourns (slowing 100): 8000
W simulated 199.4, formula 195.8
share with at least 98 round trips: simulated 0.381, formula 0.369
lattice rates a, b, u, v (reduced units): 3.0 9.0 0.2 0.5
10 reactive, 0 spectators: hops per growth event 16.14, formula 16.32
40 reactive, 0 spectators: hops per growth event 16.58, formula 16.32
10 reactive, 30 spectators: hops per growth event 62.41, formula 65.96
```
